Thermal desorption with rapid retrapping: why thicker plates peak later

**1. One mode, one trap energy**

Take a plate of thickness L whose faces are kept free of hydrogen. Suppose the concentration starts as a half sine, a·sin(πx/L), and diffuses with an effective diffusivity D = D* exp(−E/kT), where D* and E are constants. The shape is preserved and the amplitude obeys

da/dt = −(π²D/L²) a.

The plate is heated at a constant rate φ = dT/dt. The outgoing flux is proportional to D·a, so its logarithmic time derivative vanishes at the peak:

φE/(kT²) − π²D/L² = 0, or L² = π²kT²D/(φE).

The right side of the last equation grows with T, so a thicker plate has a higher peak temperature at fixed E and φ. Heating speeds up diffusion while depletion weakens the source; the thick plate empties more slowly, and depletion wins later.

The rest of this note replaces the half sine by a uniform filling, derives D from trapping, allows traps to saturate, and finds when the conclusion fails.

**2. Model**

Hydrogen sits on lattice sites of density N_L or in traps of one kind, of density N_T. Only lattice hydrogen migrates, with D_L = D0 exp(−E_D/kT). A trap lies an energy E_b below a lattice site. Energies are in eV, k is Boltzmann's constant in eV/K, and the plate is wide enough for one-dimensional flow.

Let θ be the trap occupancy and y ≪ 1 the lattice occupancy. With attempt frequency ν, capture into empty traps and release balance when

ν exp(−E_D/kT) y(1−θ) = ν exp[−(E_D+E_b)/kT] θ.

Hence θ/(1−θ) = y exp(E_b/kT). Rapid retrapping means that this balance holds locally at all times. Equal prefactors, and a capture barrier equal to E_D, are assumptions.

Divide all concentrations by N_T: l is the lattice part and c = l+θ the total. Since y = l N_T/N_L,

θ/(1−θ) = κl, κ = (N_T/N_L) exp(E_b/kT),
c = l + κl/(1+κl).

Conservation gives

∂c/∂t = D_L ∂²l/∂x², l = 0 at both faces.

The start is uniform, in equilibrium at the initial temperature.

The solver needs l as a function of c. Multiplying (c−l)(1+κl) = κl out gives

κl² + bl − c = 0, b = 1 + κ(1−c).

The positive root is [−b+√(b²+4κc)]/(2κ). For b > 0 and 4κc ≪ b², as at low filling, it subtracts nearly equal numbers, so multiply above and below by b+√(b²+4κc):

l = 2c/[b+√(b²+4κc)].

All runs here have c < 1, hence b > 0. If c is large enough to make b negative, the first form is the safe one. Differentiating c(l) and inverting gives the slope

g = dl/dc = 1/[1+κ/(1+κl)²].

**3. Discretization**

By symmetry half the plate suffices. Use N cells of width h = L/(2N), cell 1 next to the midplane and cell N next to the face. The flux between neighbouring cells is proportional to the difference of l divided by h. The face is only h/2 from the last cell centre, so its flux is D_L l_N/(h/2). The balance in each cell reads

dc_i/dt = (D_L/h²)(A l)_i,

(A l)_1 = l_2 − l_1,
(A l)_i = l_(i−1) − 2l_i + l_(i+1),
(A l)_N = l_(N−1) − 3l_N.

Summing the rows leaves −2l_N: all internal fluxes cancel, and hydrogen leaves only through the face.

The first step is backward Euler. Later steps use the two-step backward formula BDF2:

(3c_new − 4c + c_old)/(2Δt) = (D_L/h²) A l(c_new).

Multiplication by 2Δt/3 gives the nonlinear system

R = c_new − B − mA l(c_new) = 0,
B = (4c−c_old)/3, m = 2D_LΔt/(3h²).

For the first step B = c and m = D_LΔt/h². D_L and κ are taken at the new temperature. Newton's matrix is J = I − mA diag(g), which is tridiagonal. In column j the diagonal entry exceeds the sum of the magnitudes of the others by 1 (by 1+2mg_N in the last column). J is therefore strictly diagonally dominant by columns, cannot be singular, and needs no row exchange.

The fraction released per kelvin, counting both faces, is

f = 2·D_L l_N/(h/2)/(L c0 φ),

where c0 is the initial c.

```
input L, φ, initial occupancy θ0, N, ΔT
h = L/(2N);  Δt = ΔT/φ;  T = T_start
c = c0 = θ0 + θ0/[κ(T)(1−θ0)] in every cell
while mean(c) > 0.001 c0:
    T = T + ΔT;  evaluate D_L, κ
    choose B, m (Euler first, then BDF2)
    u = c
    repeat:
        evaluate l(u), g(u)
        solve J δ = −R;  u = u + δ
    until max|δ| < 1e-9 c0
    c_old = c;  c = u
    store T, f, mean(c)/c0
find the interior maximum of f
```

Near the maximum, let f₋, f₀, f₊ be three successive values. The parabola through them is f₀ + (f₊−f₋)u/2 + (f₊−2f₀+f₋)u²/2, with u in units of ΔT. Setting its derivative to zero gives

u = (f₋−f₊)/[2(f₋−2f₀+f₊)].

**4. Cost and stability**

Each Newton iteration costs O(N) operations and storage. With N = 80 and ΔT = 0.5 K, a 200 K ramp takes 400 steps.

For dilute traps and a frozen temperature, a mode of decay rate λ is multiplied per step by a root ζ of

(3/2+z)ζ² − 2ζ + 1/2 = 0, z = λΔt,
ζ = [2±√(1−2z)]/(3+2z).

For 0 < z ≤ 1/2 the roots are real, and the larger is below 1 because √(1−2z) < 1+2z. For z > 1/2 they are complex with |ζ|² = 1/(3+2z) < 1. Every mode decays for any step, but those with z > 1/2 do so with oscillating sign. This linear result is not a proof for saturable traps.

An explicit Euler step would need roughly Δt < h²/(2D_eff), with D_eff the effective diffusivity derived in section 6. For the 1 mm plate of section 8, h = 6.25 µm and D_eff = 1.21×10⁻¹⁰ m²/s at the peak. The limit there is 0.16 s, against the 18 s step used; it tightens as D_eff rises, to about 0.03 s near 450 K, where the dilute run ends.

**5. Thickness and heating rate are one parameter**

Put x = Lξ and use temperature as the clock, dT = φdt:

∂c/∂T = [D_L/(φL²)] ∂²l/∂ξ².

The relation between l and c contains T but neither φ nor L. The spectrum f(T) therefore depends on φ and L through φL² alone, also for saturable traps. Doubling the thickness has the same effect as quadrupling the heating rate. A test at initial occupancy 0.5 gave 420.34 K both for 2 mm at 100 K/h and for 1 mm at 400 K/h, on different grids and temperature steps.

**6. Proof for dilute traps**

If θ ≪ 1, then κl ≪ 1 and c = (1+κ)l. The balance becomes linear diffusion with

D_eff = D_L/(1+κ).

Define s = ∫D_eff dT/(φL²), integrated from the start. A uniform filling has the sine series c/c0 = Σ[4/(mπ)] sin(mπξ) exp(−m²π²s), over odd m. The mean of sin(mπξ) across the plate is 2/(mπ), so the retained fraction is

M = Σ[8/(m²π²)] exp(−m²π²s).

Since f = −dM/dT and ds/dT = D_eff/(φL²),

f = [8D_eff/(φL²)] G(s), G = Σ exp(−m²π²s).

Compare a thin plate 1 with a thick plate 2 at the same temperature. The factor D_eff cancels in f₂/f₁, leaving a constant times G(s₂)/G(s₁). Write w(s) = −sG′(s)/G(s) and I = ∫D_eff dT. Both s₁ and s₂ are proportional to I, so

d ln(f₂/f₁)/dT = (D_eff/I)[w(s₁) − w(s₂)].

Here s₁ > s₂. If w increases with s, the ratio rises with temperature. At the thin plate's peak f₁ is stationary, so f₂ is still rising there. Later f₂ must fall to zero, because D_eff stays bounded while s grows without limit. Its peak thus lies at a higher temperature, provided that each spectrum has one interior peak, as in every curve computed here.

It remains to show that w increases. Extending the sum to negative odd m doubles it:

2G = Σ exp[−4π²s(n+1/2)²], all integers n.

Poisson summation of this Gaussian, with the half-integer shift supplying the signs, gives

G = [1/(4√(πs))] Σ(−1)^j q^(j²), q = exp[−1/(4s)],

over all integers j. Jacobi's triple product turns the sum into

Π(1−q^(2n))(1−q^(2n−1))², n = 1, 2, …

Each factor has the form 1−exp(−v) with v proportional to 1/s, so dv/d ln s = −v and

−d ln(1−e^(−v))/d ln s = v/(e^v−1) ≡ B₁(v).

The prefactor s^(−1/2) contributes 1/2. Therefore

w = 1/2 + Σ[B₁(2n/(4s)) + 2B₁((2n−1)/(4s))].

The function (e^v−1)/v = 1+v/2+v²/6+… increases with v, so B₁ decreases with v. As s grows each v shrinks and each term grows, hence w increases. A direct evaluation of w from the mode sum agreed with this formula to 2×10⁻¹⁵ for s between 0.01 and 1.

**7. Equation for the peak**

Setting d ln f/dT = 0 gives

d ln D_eff/dT = −(G′/G) D_eff/(φL²).

Keeping two modes,

−G′/G ≈ π²(1+8e^(−8π²s)).

The correction is small at the peak, as the numbers below show. From dκ/dT = −κE_b/(kT²),

d ln D_eff/dT = [E_D + E_bκ/(1+κ)]/(kT²).

The first-mode peak equation is therefore

φ[E_D+E_bκ/(1+κ)]/(kT²) = π²D_eff/L².

For κ ≫ 1, D_eff ≈ D0(N_L/N_T) exp(−E/kT) with E = E_D+E_b. This is the opening case, now with D* identified. Rearranged at the peak temperature Tp,

ln(φL²/Tp²) = constant − E/(kTp).

Differentiation at fixed φ gives 2 d ln L = [E/(kTp²)+2/Tp] dTp, or

dTp/d ln L = 2kTp²/(E+2kTp).

In the opposite limit κ ≪ 1, D_eff tends to D_L and the traps no longer control the peak.

**8. Worked example**

The parameters are rough values for a ferritic steel with fairly deep traps: D0 = 10⁻⁷ m²/s, E_D = 0.06 eV, E_b = 0.55 eV, N_T = 10²⁵ m⁻³ and N_L = 5.1×10²⁹ m⁻³. Heating runs at 100 K/h, or 0.02778 K/s, from 293.15 K. With these held fixed, the simulated peaks in K are:

```
L/mm    θ0=0.001   θ0=0.1   θ0=0.5
0.5       376.5     374.8    366.1
1.0       403.3     401.3    391.4
2.0       434.0     431.7    420.3
4.0       469.5     466.8    453.9
```

The peak rises with thickness in every column. The dilute column is covered by the proof; for the other two the ordering is a numerical result for these cases.

Fuller traps give earlier peaks. Since 1+κl = 1/(1−θ), the slope is g = 1/[1+κ(1−θ)²]. At κ ≫ 1 the local diffusivity D_L g is larger than its dilute value by about 1/(1−θ)², a factor of 4 at θ = 0.5. The factor falls towards 1 as the traps empty.

For the dilute 1 mm plate, check the peak equation at the series maximum, 403.34 K. The loss rate is

π² × 1.210×10⁻¹⁰/(10⁻³)² = 1.194×10⁻³ s⁻¹.

With κ ≫ 1, the heating term is

0.02778 × 0.61/(8.617×10⁻⁵ × 403.34²) = 1.209×10⁻³ s⁻¹.

The 1.2 % gap has two sources. At this temperature κ is about 146, which lowers the effective energy by 0.55/147 = 0.004 eV, or 0.6 %. With s = 0.0905 the second mode raises the loss by 8exp(−8π²s) = 0.6 %. Neglecting that mode puts the root of the peak equation 0.13 K too high. At the peak the first mode gives a retained fraction of (8/π²)exp(−π²s) = 0.332, as does the simulation.

Doubling the thickness from 1 to 2 mm moves the simulated peak by 30.7 K. At the mean temperature of 418.7 K the derivative rule gives

2 ln 2 × 8.617×10⁻⁵ × 418.7²/(0.61+0.072) = 30.7 K.

A straight-line fit of ln(φL²/Tp²) against 1/(kTp) over the four dilute plates returns 0.609 eV, against E = 0.610 eV. This is closer than κ ≈ 16 at the dilute 4 mm peak might suggest. To first order in 1/κ, the local slope loses E_b/κ through the effective energy but regains E_b²/(κE) from the temperature dependence of that energy. In the first-mode equation the net loss is (E_b/κ)(E_D/E), about 0.003 eV at κ = 16; the higher modes reduce it to about 0.002 eV. A single spectrum family of this kind measures E_D+E_b, not E_b alone.

Two accuracy tests support the table. The dilute curves differ from the series by at most 0.8 % of peak height, beyond the first 20 K. Halving both the cell width and the temperature step moved the 1 mm peak at θ0 = 0.1 by 0.003 K.

**9. When retrapping is not rapid**

Let p = ν exp(−E/kT) be the release rate and α = ν(N_T/N_L) exp(−E_D/kT) the capture rate of lattice hydrogen, for dilute traps. If the lattice holds little hydrogen, its first-mode amplitude adjusts at once:

0 = pθ − αl − (π²D_L/L²)l.

Solving for l and inserting it into dθ/dt = αl − pθ gives

dθ/dt = −pθ/(1+Λ),
Λ = αL²/(π²D_L) = νN_T L²/(N_L π²D0).

The equal barriers cancel in Λ. For Λ ≫ 1, p/Λ = π²D_L/(κL²), the diffusion law above. For Λ ≪ 1 hydrogen leaves once released, and the peak obeys φE/(kT²) = p, without L.

With ν = 10¹³ s⁻¹ and L = 1 mm, Λ = 2×10⁸. A separate solver with finite exchange rates gave 403.35 and 434.02 K for 1 and 2 mm, matching the equilibrium results. As a control, ν was lowered to an artificial 30 s⁻¹ with all else fixed. The peaks became 640.96 and 641.24 K: the 31 K thickness shift shrank to 0.3 K. Rapid retrapping is thus what makes the peak depend on thickness here.

At Λ = 1 for 1 mm, the first-mode rule predicts 418.3 K and the solver gives 415.1 K; ignoring retrapping gives 403.5 K. Higher modes have shorter escape paths, Λ/m², and release earlier. Summing all odd modes with weights 8/(m²π²) and rates p/(1+Λ/m²) gives 415.0 K, so they account for nearly all of the 3 K discrepancy. For ν = 10¹³ s⁻¹, Λ reaches 1 at a thickness of about 71 nm. The release-limited peak then lies near 200 K, so this crossover shows up only if heating starts far below the 293.15 K used here.

**10. Failure modes**

The sudden zero condition at the faces causes an initial burst: at small s, G ≈ 1/(4√(πs)) diverges. The peak search must skip it; here it starts 20 K above the initial temperature.

There may be no interior peak at all. Since −G′/G ≥ π², a dilute spectrum falls whenever π²D_eff/L² exceeds φ d ln D_eff/dT. For κ ≫ 1, if this holds at the start it holds throughout, because D_eff rises while E/(kT²) falls. Very thin plates, shallow traps or slow heating lead there. The condition is sufficient, not necessary: for the parameters of section 8 it holds at the start below about 27 µm, while the interior peak of the series is already lost in the initial burst below about 46 µm. A lower starting temperature is then needed.

If c drops by more than a factor of four in one step, B becomes negative and the tail can oscillate. Reduce ΔT, or stop once little hydrogen is left, as the pseudocode does. Newton iterations should be capped and a failure reported; no global convergence proof is offered.

**11. Comparison with a real steel plate**

The hydrogen content at θ0 = 0.1 is 0.21 wt ppm, and 100 K/h is a practical laboratory heating rate. The trap is deeper than the roughly 0.3 eV often associated with dislocations in iron. Real steels commonly hold several kinds of trap, which can broaden or split the peak; this is not modelled.

The largest neglected effect sized here is thermal lag. If the furnace temperature is recorded, a sample heated through both faces lags by φρc_pL/(2H). With rough values of density ρ = 7900 kg/m³, heat capacity c_p = 460 J/(kg K) and heat transfer coefficient H = 20 W/(m²K), the lag is 1.3 K at 0.5 mm and 10.1 K at 4 mm. It adds about 9 K of apparent thickness shift to the 92 K computed at θ0 = 0.1. This H stands for gas plus radiation. In vacuum only radiation remains, with H ≈ 4εσT³, where ε is the emissivity and σ the Stefan–Boltzmann constant. For ε = 0.3 near 467 K this is about 7 W/(m²K), and the steady formula gives a lag of about 29 K at 4 mm. This H rises as T³, so the lag is not steady: it shrinks during the ramp, and the plate heats faster than the furnace. Integrating the heat balance for the dilute 4 mm plate gives a heating rate of 1.27φ at the peak, a lag of 32 K, and a peak 38 K above the ideal one in furnace temperature. A thermocouple on the sample removes most of this error, but the faster heating still leaves the peak about 7 K high unless the ramp is controlled from the sample. Temperature gradients in the metal are negligible: the difference inside the 4 mm plate, φρc_pL²/(8K) with conductivity K = 50 W/(m K), is 0.004 K.

Escape through the edges replaces 1/L² by 1/L²+2/W² in the slowest mode of a square plate of side W. For 4 mm thickness and W = 20 mm this mode alone would lower the peak by 2.1 K, the value printed by the program. That is an underestimate for a uniform filling. The retained fraction of a dilute plate is then the product M(s)·M(sL²/W²)², with M from section 6, and at the peak sL²/W² is below 0.004. Higher modes across the width have hardly decayed there and add early release near the edges. Evaluating this product for the dilute 4 mm plate lowers the peak by about 8 K in all.

The effect of a finite surface recombination rate is small if the surface is clean and nearly empty at the peak. Let n_s = 1.7×10¹⁹ m⁻² be the surface site density, Θ ≪ 1 the coverage, Q the desorption energy per molecule and E_s = 0.3 eV the heat of solution per atom. The atomic flux per face is F = 2n_sν exp(−Q/kT)Θ², and equilibrium with the layer below gives y = Θ exp[−(E_s+Q/2)/kT]. Eliminating Θ cancels Q:

y = exp(−E_s/kT) √[F/(2n_sν)].

At the peaks for θ0 = 0.1 this is at most 8×10⁻⁴ of the midplane lattice occupancy, so l = 0 at the face is a good approximation as long as Θ ≪ 1. At these peaks that holds for Q up to about 1.0 eV; for Q = 1.1 eV the formula gives Θ of about 0.45 in the 0.5 mm plate, and the estimate fails. If Θ is replaced by Θ/(1−Θ) in the equilibrium and the hydrogen stored on an initially filled surface is followed in time, the 0.5 mm peak moves by only 0.15 K for Q = 1.0 eV. For Q = 1.1 eV the surface stays nearly full, the release becomes surface-limited, and the peak comes 9 K earlier at almost twice the height. Values reported for clean iron faces, roughly 0.9 to 1.1 eV, lie near this border. An oxide film can slow the exit and invalidate it. Trap annealing during heating is also left out. The remaining computed values are in the numerical output.

Calculated quantities

```
D0 = 1.0e-07 m2/s, E_D = 0.06 eV, E_b = 0.55 eV
N_T = 1.0e+25 1/m3, N_L = 5.1e+29 1/m3
heating rate = 100 K/h = 0.02778 K/s from 293.15 K
hydrogen content at occupancy 0.1 = 0.212 wt ppm
theta identity, largest error = 1.8e-15
peak temperatures in K for each thickness:
L/mm  occ 0.001  occ 0.1  occ 0.5  series  peak eq.
 0.5    376.53   374.77   366.05   376.54   376.65
 1.0    403.33   401.32   391.40   403.34   403.47
 2.0    434.00   431.69   420.34   434.02   434.18
 4.0    469.45   466.81   453.86   469.48   469.71
largest curve error, simulation vs series = 0.77 % of peak height
peak change on finer grid (1 mm, occ 0.1) = 0.003 K
L = 0.5 mm, occ 0.1: peak release = 1.616 %/K, kappa at peak = 488.3
L = 1.0 mm, occ 0.1: peak release = 1.411 %/K, kappa at peak = 158.3
L = 2.0 mm, occ 0.1: peak release = 1.218 %/K, kappa at peak = 51.7
L = 4.0 mm, occ 0.1: peak release = 1.028 %/K, kappa at peak = 17.0
1 mm D_eff at series peak = 1.210e-10 m2/s
1 mm s at series peak = 0.0905
1 mm retained at peak: simulation 0.332, series 0.332, first mode 0.332
scaling, occ 0.5: 2 mm at 100 K/h 420.34 K, 1 mm at 400 K/h 420.34 K
apparent energy from thickness = 0.609 eV, E_D+E_b = 0.610 eV
shift 1 to 2 mm: simulation 30.67 K, rule 30.70 K
exchange number, 1 mm, 1e+13 1/s = 1.99e+08
fast exchange peaks, 1 and 2 mm = 403.35, 434.02 K
slow exchange (30 1/s) peaks, 1 and 2 mm = 640.96, 641.24 K
slow exchange, release-limited rule = 640.87 K
exchange number 1 (1 mm, 5.03e+04 1/s): peak 415.06 K
  rule with retrapping 418.26 K, without 403.46 K
thickness where exchange number is 1 = 71 nm
furnace-to-sample lag, 0.5/1/2/4 mm = 1.3, 2.5, 5.0, 10.1 K
temperature difference inside 4 mm plate = 0.0040 K
edge loss, 4 mm plate 20 mm square: peak shift = -2.12 K
clean surface: largest surface/middle lattice occupancy = 7.6e-04
rough inputs: density 7900 kg/m3, heat capacity 460 J/(kg K)
  conductivity 50 W/(m K), heat transfer 20 W/(m2 K)
  surface sites 1.7e+19 1/m2, heat of solution 0.3 eV
```
